\section*{Relativistic Chromatic Defocus of a Magnetic Lens at 100 keV}

\section*{Problem}

An electron-beam writer focuses electrons of kinetic energy $T$ on a wafer with a static, axially symmetric magnetic lens. A small change $\delta T$ in the energy of an electron moves its focus along the axis by $\delta z$, the chromatic defocus. Positive $\delta z$ points downstream. The object is a fixed point on the axis, and the lens field is the same for all electrons in the beam.

\begin{enumerate}
\item[(a)] Derive the equation for a ray that stays close to the axis, and show that the mechanics enters it only through the momentum $p$.
\item[(b)] Find $\delta z$ to first order in $\delta p/p$ for a lens of any thickness.
\item[(c)] Express $\delta z$ through $\delta T/T$ in Newtonian and in relativistic mechanics. The lens current is set, in each mechanics separately, so that electrons of energy $T$ focus on the wafer. By what percentage does the relativistic defocus exceed the Newtonian one at 100 keV?
\item[(d)] Repeat the comparison for a thin lens and a parallel incoming beam, now with the same field in both mechanics.
\item[(e)] Take the axial field $B(z)=B_0\exp(-z^2/w^2)$ with $w=12$ mm, an object at $z=-400$ mm and a wafer at $z=40$ mm. The beam has a half-angle $\alpha=3$ mrad at the wafer. Find the defocus and blur for an energy deviation of 0.5 eV at 100 keV, and compare the blur with effects left out of the first-order theory.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The ray equation}

Let the electron have charge $-e$, with $e>0$, rest mass $m$ and velocity $\mathbf v$. Its momentum is $\mathbf p=\gamma m\mathbf v$, with $\gamma=1+T/(mc^2)$. The Lorentz force gives
\begin{equation}
\frac{d\mathbf p}{dt}=-e\,\mathbf v\times\mathbf B .
\end{equation}
Since the force is perpendicular to $\mathbf p$, $d(p^2)/dt=2\mathbf p\cdot d\mathbf p/dt=0$. Hence $p$, $\gamma$ and the speed $v$ are constant. Write $\mathbf p=p\,\hat{\mathbf t}$, where $\hat{\mathbf t}$ is the unit tangent, and use the path length $s$ with $ds=v\,dt$. Then
\begin{equation}
\frac{d\hat{\mathbf t}}{ds}=-\frac{e}{p}\,\hat{\mathbf t}\times\mathbf B .
\label{eq:path}
\end{equation}
The shape of the path depends on the mechanics through $p$ alone. The Newtonian case has the same equation with $p=mv$.

Now use cylindrical coordinates $(r,\varphi,z)$. Near the axis $B_z=B(z)$, and $\nabla\cdot\mathbf B=0$ requires $\partial(rB_r)/\partial r=-rB'(z)$, so that $B_r=-rB'(z)/2$. A prime means $d/dz$. The torque about the axis is
\begin{align}
\frac{d}{dt}\left(\gamma m r^2\dot\varphi\right)
&=-er\left(\dot z B_r-\dot r B_z\right)\nonumber\\
&=e\left(\tfrac12 r^2\dot z B'+r\dot r B\right)
=\frac{d}{dt}\left(\tfrac12 e r^2B\right).
\end{align}
The quantity $\gamma m r^2\dot\varphi-\tfrac12er^2B$ is therefore constant. It vanishes for a ray that starts on the axis, so
\begin{equation}
\dot\varphi=\frac{eB}{2\gamma m}.
\end{equation}
The radial equation is $\gamma m(\ddot r-r\dot\varphi^2)=-er\dot\varphi B$. Since $eB/(\gamma m)=2\dot\varphi$, it becomes
\begin{equation}
\ddot r=r\dot\varphi^2-2r\dot\varphi^2=-r\dot\varphi^2 .
\end{equation}
The outward centrifugal term cancels half of the inward magnetic force. For small slopes $\dot z=v$ up to terms of second order in the slope, so $\ddot r=v^2r''$ and
\begin{equation}
r''+k^2r=0,\qquad k(z)=\frac{eB(z)}{2\gamma mv}=\frac{eB(z)}{2p}.
\label{eq:ray}
\end{equation}
Here $r$ is measured in the plane that turns with the ray and changes sign when the ray crosses the axis. The lens focuses for either sign of $B$, because $k$ enters squared.

\subsection*{(b) Defocus from a momentum change}

Let $r(z)$ be the ray of momentum $p$ that leaves the object at $z_o$ and crosses the axis at the image $z_i$. Thus $r(z_o)=r(z_i)=0$. At fixed field $k^2\propto p^{-2}$, and a change $\delta p$ gives $\delta(k^2)=-2k^2\,\delta p/p$. The changed ray $r+r_1$ obeys
\begin{equation}
(r+r_1)''+k^2\left(1-2\frac{\delta p}{p}\right)(r+r_1)=0 .
\end{equation}
Subtract (\ref{eq:ray}) and drop the product of the two small quantities $r_1$ and $\delta p$:
\begin{equation}
r_1''+k^2r_1=2k^2\frac{\delta p}{p}\,r .
\end{equation}
Multiply this by $r$, and subtract $r_1$ times (\ref{eq:ray}). The terms in $k^2rr_1$ cancel, leaving
\begin{equation}
\frac{d}{dz}\left(r r_1'-r_1r'\right)=2\frac{\delta p}{p}\,k^2r^2 .
\end{equation}
Both rays leave the same point, so $r=r_1=0$ at $z_o$ and the bracket vanishes there. At $z_i$ its first term vanishes because $r(z_i)=0$. Integration gives
\begin{equation}
-r_1(z_i)\,r'(z_i)=2\frac{\delta p}{p}\int_{z_o}^{z_i}k^2r^2\,dz .
\end{equation}
The changed ray crosses the axis where $r'(z_i)\,\delta z+r_1(z_i)=0$, to first order. Therefore
\begin{equation}
\delta z=2C\,\frac{\delta p}{p},\qquad
C=\frac{1}{r'(z_i)^2}\int_{z_o}^{z_i}k^2r^2\,dz .
\label{eq:C}
\end{equation}
The length $C$ does not depend on the launch slope, which cancels between numerator and denominator. It is positive, so a faster electron is focused farther downstream.

A field change $\delta B$ at fixed momentum gives $\delta(k^2)=+2k^2\,\delta B/B$. The same steps then lead to
\begin{equation}
\delta z=-2C\,\frac{\delta B}{B}.
\label{eq:field}
\end{equation}

\subsection*{(c) From momentum to kinetic energy}

In Newtonian mechanics $p^2=2mT$. Taking the logarithmic differential gives $2\,\delta p/p=\delta T/T$, and
\begin{equation}
\delta z_{\rm N}=C\,\frac{\delta T}{T}.
\end{equation}
In relativistic mechanics $(T+mc^2)^2=p^2c^2+m^2c^4$, hence
\begin{equation}
p^2c^2=T(T+2mc^2).
\label{eq:p}
\end{equation}
The differential is $2pc^2\,\delta p=2(T+mc^2)\,\delta T$. Division by (\ref{eq:p}) gives
\begin{equation}
2\frac{\delta p}{p}=\frac{2(T+mc^2)}{T+2mc^2}\,\frac{\delta T}{T}
=R\,\frac{\delta T}{T},\qquad R=\frac{2\gamma}{\gamma+1},
\end{equation}
where $T+mc^2=\gamma mc^2$ and $T+2mc^2=(\gamma+1)mc^2$ were used. Thus $\delta z_{\rm rel}=CR\,\delta T/T$.

It remains to show that $C$ is the same in both cases. The field shape is fixed, so $k(z)$ has one adjustable factor, proportional to $B_0/p$. By (\ref{eq:field}), each axis crossing moves steadily toward the object as this factor grows. One value therefore puts a given crossing, here the first, on the wafer. Setting the focus fixes $B_0/p$, and with it $k(z)$, the ray and $C$. The lens currents differ, but the rays coincide. The ratio is
\begin{equation}
\frac{\delta z_{\rm rel}}{\delta z_{\rm N}}=R,\qquad
R-1=\frac{\gamma-1}{\gamma+1}=\frac{T}{T+2mc^2}.
\label{eq:ratio}
\end{equation}
With $mc^2=511.0$ keV and $T=100$ keV,
\begin{equation}
R-1=\frac{100}{100+1022.0}=0.0891 .
\end{equation}
The relativistic defocus is larger by 8.9 percent.

The reason can be read from $\delta T=v\,\delta p$, which holds in both mechanics. It gives $\delta p/p=\delta T/(pv)$, so $R=2T/(pv)$. A Newtonian particle has $pv=2T$. A relativistic electron of the same $T$ has a larger $p$ but a smaller product $pv$, and the same energy change is a larger fraction of its momentum.

For $T\ll mc^2$ the excess is approximately $T/(2mc^2)$. This linear estimate would give 9.8 percent at 100 keV, somewhat too much. Equation (\ref{eq:ratio}) gives 0.97 percent at 10 keV and 4.7 percent at 50 keV. For $T\gg mc^2$ the momentum tends to $T/c$ and $R$ tends to 2.

The factor $R$ is not confined to small angles. By (\ref{eq:path}), the crossing point of any ray with a given launch direction is a function of $B_0/p$ alone. Its derivative with respect to $\ln p$ is common to both mechanics at equal $B_0/p$, and only the conversion from $\ln p$ to $\ln T$ differs. The argument fails if the lens contains an electric field, because the speed then changes along the path and (\ref{eq:path}) no longer holds.

A convention needs care. If a chromatic coefficient $C_T$ is defined by $\delta z=C_T\,\delta T/T$ for the real electron, then $C_T=RC$. It already contains the factor, which must not be applied again.

\subsection*{(d) The same field instead of the same focus}

In a thin lens $r$ hardly changes inside the field. A parallel ray at height $r$ leaves with slope $-r\int k^2dz$ and reaches the axis after the focal length $f$, where
\begin{equation}
\frac1f=\int k^2\,dz=\frac{e^2}{4p^2}\int B^2\,dz .
\end{equation}
So $f\propto p^2$ at fixed field, and $\delta f=2f\,\delta p/p$. This agrees with (\ref{eq:C}), which gives $C=f$ here. The two focal lengths at equal field have the ratio
\begin{equation}
\frac{f_{\rm rel}}{f_{\rm N}}=\frac{p_{\rm rel}^2}{p_{\rm N}^2}
=\frac{T(T+2mc^2)/c^2}{2mT}=1+\frac{T}{2mc^2}=\frac{\gamma+1}{2}.
\label{eq:fratio}
\end{equation}
Since $\delta f_{\rm rel}=f_{\rm rel}R\,\delta T/T$ and $\delta f_{\rm N}=f_{\rm N}\,\delta T/T$,
\begin{equation}
\frac{\delta f_{\rm rel}}{\delta f_{\rm N}}
=\frac{\gamma+1}{2}\,\frac{2\gamma}{\gamma+1}=\gamma .
\end{equation}
At 100 keV this is 1.196, an excess of 19.6 percent. The statement of 8.9 percent therefore needs its condition of equal focus. Equivalently, it compares the defocus per unit focal length in this thin-lens case.

Numerical integration of (\ref{eq:ray}) for a narrow Gaussian field, $w=0.05$ mm, agrees. The focal lengths at equal field are 40.01 mm and 36.45 mm, with ratio 1.098, and the defocus ratio is 1.1957.

\subsection*{(e) The lens of a 100 keV writer}

\paragraph{Focus and coefficient.}
The full Lorentz force was integrated in three dimensions, with the off-axis field continued from $B(z)$. The peak field was adjusted in each mechanics until a ray launched at 0.02 mrad crossed the axis at the wafer. This requires $B_0=99.98$ mT for relativistic and 95.42 mT for Newtonian electrons. Their ratio, 1.048, is $p_{\rm rel}/p_{\rm N}=\sqrt{(\gamma+1)/2}$, as equal $B_0/p$ demands.

The integral (\ref{eq:C}) gives $C=40.58$ mm. Independently, the energy was changed by $\pm0.03$ percent at fixed field and the shift of the traced focus was measured. The defocus per unit $\delta T/T$ is
\begin{equation}
D_{\rm rel}=44.20\ {\rm mm},\qquad D_{\rm N}=40.58\ {\rm mm},
\end{equation}
and the ratio of the unrounded values is 1.08913, equal to $R$ at this precision. The same procedure at 10 and 50 keV gives 1.00969 and 1.04664, again equal to $R$.

The lens is not thin. A thin lens imaging from 400 mm to 40 mm needs $1/f=1/400+1/40$ per mm, or $f=36.4$ mm, and would have $C=(40\ {\rm mm})^2/f=44.0$ mm. The thickness thus changes $C$ by about 8 percent, but leaves $R$ alone.

If the relativistic setting of 99.98 mT is kept and the electrons are treated as Newtonian, their focus lies at 36.41 mm and $D_{\rm N}$ becomes 36.44 mm. The ratio is then 1.213, not $\gamma=1.196$. The finite object distance raises the ratio above $\gamma$, and the thickness of the lens lowers it slightly. For a thin lens with object distance $u$ and image distance $q$, differentiating $1/q=1/f-1/u$ gives $\delta q=(q^2/f)\,2\delta p/p$. By (\ref{eq:fratio}) the Newtonian $1/f$ at equal field is $0.0275\times1.0978=0.03019$ per mm, so $q_{\rm N}=1/(0.03019-0.0025)=36.11$ mm. The thin-lens ratio is
\begin{equation}
R\,\frac{2}{\gamma+1}\left(\frac{40}{36.11}\right)^2
=\frac{1.0891}{1.0978}\times1.227=1.217 ,
\end{equation}
close to the value for the thick lens.

\paragraph{Defocus and blur.}
The energy deviation is $\delta T/T=0.5/10^5=5\times10^{-6}$. Hence
\begin{align}
\delta z_{\rm rel}&=44.20\ {\rm mm}\times5\times10^{-6}=221\ {\rm nm},\\
\delta z_{\rm N}&=40.58\ {\rm mm}\times5\times10^{-6}=203\ {\rm nm}.
\end{align}
In the fixed wafer plane, the cone of half-angle $\alpha$ has radius $\alpha|\delta z|$. This is 0.66 nm with the relativistic value and 0.61 nm with the Newtonian one. The correction to this chromatic radius, taken alone, is 0.05 nm.

Supply errors are treated differently by the factor. One part per million in $T$ shifts the focus by 44 nm, while one part per million in $B$ shifts it by $-81$ nm. The latter follows from (\ref{eq:field}) and contains no $R$.

\paragraph{Effects left out.}
Spherical aberration moves the crossing of a ray of slope $\theta$ by $-C_s\theta^2$. Tracing at finite angles gives $C_s=288$ mm. In a plane a distance $\zeta$ upstream of the small-angle focus, such a ray has radius $|\theta(\zeta-C_s\theta^2)|$. For $\zeta=\tfrac34C_s\alpha^2$ its largest values, at $\theta=\alpha/2$ and at $\theta=\alpha$, are equal:
\begin{equation}
\rho_s=\tfrac14C_s\alpha^3=1.9\ {\rm nm}.
\end{equation}
Moving the plane either way raises one of them, so this is the smallest disc of ray optics. It is about three times the chromatic radius. In a lens free of aberrations, diffraction at the wavelength $\lambda=h/p=3.70$ pm would put the first dark ring at $0.61\lambda/\alpha=0.75$ nm. These radii describe different intensity profiles and are compared here only in size. Ray optics is marginal at this scale, since the defocus of 221 nm is smaller than $\lambda/\alpha^2=411$ nm. In wave optics without spherical aberration, the radius holding half the current grows from 0.33 nm in focus to 0.39 nm for the Newtonian and 0.40 nm for the relativistic defocus, a difference of about 0.01 nm rather than 0.05 nm. With $C_s$ included, about 85 percent of the current falls inside $\rho_s$ in the plane $\zeta=\tfrac34C_s\alpha^2$, and the half-current radius is smaller nearer the small-angle focus (0.9 nm at $\zeta=\tfrac12C_s\alpha^2$ against 1.4 nm).

At 1 nA the mean spacing of electrons along the beam is $d=26$ mm, and the Coulomb energy of a pair at that distance is $U=5.5\times10^{-8}$ eV. This energy does not limit the change of $T$, because the two electrons travel together and the force between them, at most $U/d$ along the beam, does work over the whole path. Over $L=440$ mm the work is at most $UL/d=9\times10^{-7}$ eV. This bound grows as $1/d^2$ for closer pairs and reaches 0.4 eV at 40 $\mu$m, comparable with the deviation of 0.5 eV. With random arrivals only about 0.15 percent of the gaps are that short. The estimate does not cover sideways deflections or the source region, where the electrons are slow.

Scattering in the resist can be sized by treating 100 nm of resist as carbon, $Z=6$, of density 1.2 g/cm$^3$. The screened Rutherford cross section at small angles is
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{b^2}{(\theta^2+\theta_0^2)^2},\quad
b=\frac{2Ze^2}{4\pi\varepsilon_0pv},\quad
\theta_0=\frac{\hbar Z^{1/3}}{0.885\,a_0p},
\end{equation}
with $a_0$ the Bohr radius. Integration over $2\pi\theta\,d\theta$ gives $\sigma=\pi b^2/\theta_0^2$ and the median angle $\theta_0=23$ mrad. The mean number of elastic collisions is 0.32, so a fraction $1-e^{-0.32}=0.27$ of the electrons scatter at least once. One deflected by $\theta_0$ at the top surface is displaced by 2.3 nm at the bottom. The single screening angle is a rough model of the atom. The Born cross section from a Hartree-Fock carbon density is about 50 percent larger and more forward, with 0.48 collisions, a scattered fraction of 0.38 and a median angle of 17 mrad, or 1.7 nm of displacement. The composition of PMMA at the same density gives 0.44, 0.36 and 18 mrad. Only the order of size of these numbers should be used. Inelastic scattering and electrons returning from the substrate are not included.

\paragraph{Relation to real writers.}
A beam energy of 100 keV, an energy spread of order 1 eV, a half-angle of a few milliradians and a working distance of some tens of millimetres are roughly the regime of high-resolution writers. The Gaussian field is a model. Its $C_s$ is seven times the distance from the lens centre to the wafer. A somewhat wider Gaussian, refocused on the same wafer, has a much smaller $C_s$ and a slightly smaller $C$. Real columns also break the assumption of a fixed object, because upstream lenses shift the intermediate image when $T$ changes. In the thin-lens estimate such a shift reaches the wafer multiplied by $(40/400)^2=0.01$. An upstream defocus of 400 mm per unit $\delta T/T$ would thus add 4 mm to the 44 mm found here. If the upstream lenses are also purely magnetic and are set to the same $B/p$, their contribution carries the same factor $R$, and the excess of 8.9 percent stands. For the written line, the correction of 0.05 nm is small beside the spherical and resist estimates. In the focus itself it amounts to 18 nm for a deviation of 0.5 eV, and to first order it grows in proportion to the energy deviation. The remaining digits of the quantities used here are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Electron rest energy: 510.999 keV
Beam kinetic energy: 100 keV
gamma: 1.195695 (no unit)
Speed over speed of light: 0.54822 (no unit)
Momentum over m c: 0.65551 (no unit)
Factor at 10 keV, formula: 1.009690 (no unit)
Factor at 10 keV, traced: 1.009690 (no unit)
Factor at 50 keV, formula: 1.046642 (no unit)
Factor at 50 keV, traced: 1.046642 (no unit)
Factor at 100 keV, formula: 1.089127 (no unit)
Factor at 100 keV, traced: 1.089127 (no unit)
Excess at 100 keV, traced: 8.913 percent
Object position: -400 mm
Wafer position: 40 mm
Field width parameter: 12 mm
Peak field, relativistic focus: 99.983 mT
Peak field, Newtonian focus: 95.423 mT
C from paraxial integral: 40.5808 mm
Defocus per dT/T, relativistic trace: 44.1976 mm
Defocus per dT/T, Newtonian trace: 40.5808 mm
Defocus per dB/B, relativistic trace: -81.1616 mm
Equal field, Newtonian focus position: 36.409 mm
Equal field, Newtonian defocus per dT/T: 36.441 mm
Equal field, thick-lens defocus ratio: 1.2129 (no unit)
Thin lens, field width parameter: 0.05 mm
Thin lens, relativistic focal length: 40.014 mm
Thin lens, Newtonian focal length: 36.449 mm
Thin lens, equal-field defocus ratio: 1.1957 (no unit)
Energy deviation: 0.5 eV
Half-angle at wafer: 3.0 mrad
Focus shift, relativistic: 220.99 nm
Focus shift, Newtonian: 202.90 nm
Chromatic blur radius, relativistic: 0.663 nm
Chromatic blur radius, Newtonian: 0.609 nm
Spherical aberration coefficient: 288.3 mm
Spherical least-confusion radius: 1.946 nm
Electron wavelength: 3.7014 pm
Diffraction radius (first zero): 0.753 nm
Focus shift for +1 ppm field drift: -81.16 nm
Beam current: 1.0 nA
Mean spacing of electrons: 26.33 mm
Coulomb energy at that spacing: 5.47e-08 eV
Resist thickness: 100 nm
Resist density: 1.2 g/cm3
Mean elastic collisions in resist: 0.321 (no unit)
Median elastic scattering angle: 22.86 mrad
Sideways shift across full resist: 2.29 nm
\end{verbatim}
